# Normal Electric Field in an Air Gap: Two Derivations

## First derivation: Gauss's law and bound charge

Two metal plates are 300 angstrom apart, and a positive elementary charge loses 3 eV of potential energy in crossing from the lower plate to the upper one. Dividing the drop by the distance gives a field of 0.010 eV/angstrom. If the space between the plates holds a single uniform insulator, that is the field everywhere in it. If the middle 100 angstrom is air and the rest is a dielectric of relative permittivity 3, the same number is wrong in both materials. The field in the air is 0.018 eV/angstrom and the field in the dielectric is 0.006 eV/angstrom. An estimate based on the average field would understate the load on the air by nearly half and overstate the load on the solid by two thirds of its true value.

What is missing from the estimate is a relation between the fields on the two sides of an interface. For a flat interface that carries no free charge, with the field along its normal, the relation is
$$E_{\rm air}=kE_d .$$
Here $k$ is the relative permittivity of the dielectric, $E_d$ is the field in the dielectric next to the interface, and $E_{\rm air}$ is the field in the air next to it. The field in air is $k$ times as large as the field in the adjoining dielectric. The relation does not compare the air field with the field that was present before the gap was made, and that second comparison has a different answer.

### Conventions and assumptions

The algebra uses Hartree atomic units, in which Gauss's law in vacuum reads $\nabla\cdot\mathbf E=4\pi\rho$, with $\rho$ the total charge density. Numerical fields are given as the force on one elementary charge, in eV/angstrom. The unit normal $\mathbf n$ of an interface points from the dielectric into the air.

The fields are static. They are also macroscopic: in the dielectric they are averages over regions that contain many atoms but are small compared with the layers. The dielectric is isotropic and responds linearly. Air is treated as vacuum, with relative permittivity 1. This is an approximation, because air does polarize slightly. At atmospheric pressure a cube of 100 angstrom edge holds only about 25 air molecules, so the thin gap in the example is close to empty.

### The charge left by polarization

An electric field displaces the positive charge in a dielectric relative to the negative charge. Let the positive charge have density $\rho_0$ and move by a small vector $\mathbf s$ relative to a negative background of density $-\rho_0$. The dipole moment per unit volume is then
$$\mathbf P=\rho_0\mathbf s .$$

Consider a small area $dA$ inside the material, with unit normal $\mathbf m$. The positive charge that crosses it during the displacement filled a slanted column of base $dA$ and height $\mathbf s\cdot\mathbf m$. The charge that crosses is therefore $\rho_0\,\mathbf s\cdot\mathbf m\,dA=\mathbf P\cdot\mathbf m\,dA$.

Now take a closed surface inside the dielectric, with $\mathbf m$ pointing outward. The material was neutral before the displacement, so the charge left inside is minus the charge that went out:
$$Q_b=-\oint\mathbf P\cdot\mathbf m\,dA=-\int\nabla\cdot\mathbf P\,d^3r .$$
The second form follows from the divergence theorem. Since the region may be chosen freely, the density of this bound charge is
$$\rho_b=-\nabla\cdot\mathbf P .$$

At the face of the dielectric, the charge that moves toward the air has no further material to enter, and it collects there. The charge arriving per unit area is
$$\sigma_b=\mathbf P\cdot\mathbf n .$$
The sign depends on the direction of the field. If the field points from the dielectric into the air, $\sigma_b$ is positive. On the opposite side of the gap, where the field points from the air into the dielectric, the outward normal of the solid is reversed and $\sigma_b$ is negative.

### From total charge to free charge

The total charge density is the sum of the free density $\rho_f$ and the bound density. Free charge means charge placed on the plates or trapped in the insulator, as opposed to charge that shifts slightly but stays bound in the material, such as the electrons of an atom or the ions of a crystal. Gauss's law becomes
$$\nabla\cdot\mathbf E=4\pi\rho_f-4\pi\nabla\cdot\mathbf P .$$
Moving the last term to the left gives
$$\nabla\cdot(\mathbf E+4\pi\mathbf P)=4\pi\rho_f .$$
The combination in brackets is the displacement,
$$\mathbf D=\mathbf E+4\pi\mathbf P,\qquad \nabla\cdot\mathbf D=4\pi\rho_f .$$
Nothing has been assumed so far about how $\mathbf P$ depends on the field.

Draw a flat box across the interface, with faces of area $a$ parallel to it and height $h$. Choose $a$ small enough that the fields hardly vary over each face. By the divergence theorem, the outward flux of $\mathbf D$ through the box equals $4\pi$ times the free charge inside. As $h$ tends to zero, the flux through the sides vanishes, because the side area is proportional to $h$ and $\mathbf D$ is finite. Free charge spread through the volume also drops out, and what remains is a possible free surface charge $\sigma_s$. The outward normal is $\mathbf n$ on the air face and $-\mathbf n$ on the other, so
$$D_{n,\rm air}\,a-D_{n,d}\,a=4\pi\sigma_s a .$$
Dividing by $a$ gives
$$D_{n,\rm air}-D_{n,d}=4\pi\sigma_s .$$
If the interface has no free charge, the normal displacement is continuous.

### From displacement to field

Linearity and isotropy now enter. Write $\mathbf P=\chi\mathbf E$, where $\chi$ is the susceptibility. Then
$$\mathbf D=(1+4\pi\chi)\mathbf E=k\mathbf E,\qquad \chi=\frac{k-1}{4\pi}.$$
In air $\mathbf D=\mathbf E$. The box condition therefore reads
$$E_{n,\rm air}=kE_{n,d}+4\pi\sigma_s .$$
For $\sigma_s=0$ and a field along the normal, this is $E_{\rm air}=kE_d$.

The bound charge shows where the difference comes from. With $\sigma_s=0$, Gauss's law for the total charge in the same box gives
$$E_{\rm air}-E_d=4\pi\sigma_b=4\pi\chi E_d=(k-1)E_d ,$$
which is the same result. The charge on the dielectric's face supplies the whole jump.

It is the field in the dielectric that is reduced. Let the lower plate carry free charge $\sigma_f$ per unit area. Inside the metal the static field is zero, so a box across the surface of the plate gives $D_d=4\pi\sigma_f$. With no other free charge below the air, $D$ has the same value there, and
$$E_{\rm air}=4\pi\sigma_f,\qquad E_d=\frac{4\pi\sigma_f}{k}.$$
At fixed plate charge the air field does not depend on $k$. Raising $k$ increases the ratio by lowering $E_d$. At fixed voltage the plate charge adjusts, and both fields change.

### The tangential component

A field at an angle to the interface also has a component along it. A static electric field does no net work around a closed loop. Take a narrow rectangular loop across the interface, with two long sides of length $\ell$ parallel to it. As the short sides shrink to zero, their contribution vanishes and
$$(E_{t,\rm air}-E_{t,d})\,\ell=0 .$$
The tangential component is continuous, without a factor $k$. If the field in the dielectric makes an angle $\theta$ with the normal, its components are $E_d\cos\theta$ and $E_d\sin\theta$. The ratio of the full field strengths is then
$$\frac{|\mathbf E_{\rm air}|}{|\mathbf E_d|}=\sqrt{k^2\cos^2\theta+\sin^2\theta}.$$
It equals $k$ for a normal field and 1 for a field parallel to the interface.

### Fields at a fixed voltage

Return to the two plates, and let $V$ be the potential difference between them. The air has thickness $t_a$, and the dielectric layers have total thickness $t_d$. The plates are wide compared with their separation, so the fields away from the edges are uniform within each layer. There is no free charge between the plates. Both dielectric layers then have the same displacement and hence the same field $E_d$. The drops add:
$$V=E_{\rm air}t_a+E_dt_d .$$
Inserting $E_d=E_{\rm air}/k$ gives
$$V=E_{\rm air}\left(t_a+\frac{t_d}{k}\right),\qquad E_{\rm air}=\frac{V}{t_a+t_d/k}.$$
The dielectric counts as an air layer of the reduced thickness $t_d/k$.

For the stack described at the start, $k=3$, $t_a=100$ angstrom and $t_d=200$ angstrom. These are round model parameters. The fields are
$$E_{\rm air}=\frac{3}{100+200/3}=0.018\ \text{eV/angstrom},$$
$$E_d=\frac{0.018}{3}=0.006\ \text{eV/angstrom}.$$
In SI units they are $1.8\times10^8$ V/m and $6.0\times10^7$ V/m. The air field is far above the roughly $3\times10^6$ V/m at which air breaks down in wide gaps. That limit does not carry over to this thin gap, where an electron gains less than 2 eV in crossing, too little to ionize an air molecule. In a wide air gap, where the limit does apply, the same field could not be held. The drop across the air is $0.018\times100=1.8$ eV, and the drop across the two dielectric layers together is $0.006\times200=1.2$ eV. Their sum is the required 3 eV. The air fills one third of the distance and takes three fifths of the drop.

The formula contains the total dielectric thickness but not the way it is divided. With dielectric layers of 20 and 180 angstrom in place of two equal layers, the computed air field is again 0.018 eV/angstrom.

The free charge on the lower plate is $9.95\times10^{-5}$ elementary charges per square angstrom, and the bound charge on the lower face of the gap is $6.63\times10^{-5}$ in the same unit. Their ratio is two thirds, as it should be, because
$$\frac{\sigma_b}{\sigma_f}=\frac{(k-1)E_d}{kE_d}=\frac{k-1}{k}.$$

These fields were also computed without the displacement. The dielectric was divided into polarized slices, each with opposite charges on its two faces. The vacuum fields of all the charged sheets were added, and the polarization was solved for so that $P=\chi E$ held in every slice. The ratio of the fields came out as 3.000, and the test held for three other values of $k$ as well.

### Trapped charge

The term $4\pi\sigma_s$ matters when charge is trapped at the interface. Suppose the lower face of the gap holds free charge equal to one tenth of the charge on the lower plate. Below the interface $E_d=4\pi\sigma_f/k$ as before. Above it,
$$E_{\rm air}=kE_d+4\pi\sigma_s=4\pi(\sigma_f+\sigma_s).$$
The ratio is
$$\frac{E_{\rm air}}{E_d}=k\left(1+\frac{\sigma_s}{\sigma_f}\right)=3\times1.1=3.3 ,$$
in agreement with the computed value. A small trapped charge of the opposite sign would lower the ratio. At the upper face of the gap, which has no trapped charge in this example, the ratio is still $k$.

## Second derivation: energy at fixed voltage, and a comparison

The symbols keep their meanings. The dielectric has relative permittivity $k$, the normal fields in air and dielectric are $E_{\rm air}$ and $E_d$, and the thicknesses are $t_a$ for the air and $t_d$ for all the dielectric. The plates differ in potential by $V$, and $\sigma_s$ is free charge per unit area on an interface. The first derivation gave $E_{\rm air}=kE_d+4\pi\sigma_s$ and, for $\sigma_s=0$, $E_{\rm air}=V/(t_a+t_d/k)$. The second derivation reaches both results from the energy of charged conductors. It uses neither the polarization nor the displacement.

### What $k$ means for a capacitor

Take two parallel plates of area $A$ and separation $t$, carrying charges $Q$ and $-Q$, with vacuum between them. A wide sheet with charge $\sigma$ per unit area produces a field $2\pi\sigma$ on each side, directed away from it if $\sigma$ is positive. Between the plates the two fields add to $4\pi Q/A$, so the potential difference is $U=4\pi Qt/A$.

Now fill the space with the dielectric. Its relative permittivity can be defined by a measurement: at the same potential difference, the filled capacitor holds $k$ times the charge. Therefore
$$Q=\frac{kA}{4\pi t}U .$$
This agrees with the earlier definition, under which $kE_d=4\pi Q/A$ and $E_d=U/t$.

Charging the capacitor in small steps requires the work
$$W=\int_0^QU'\,dQ'=\int_0^Q\frac{4\pi tQ'}{kA}\,dQ'=\frac{2\pi tQ^2}{kA}.$$
Substituting the expression for $Q$ gives
$$W=\frac{2\pi t}{kA}\,\frac{k^2A^2U^2}{16\pi^2t^2}=\frac{kAU^2}{8\pi t}.$$
The charging is assumed to be slow, reversible and at constant temperature, so that the work depends on the final state alone.

### Foils that mark the interfaces

Between the plates lie a dielectric layer of thickness $t_1$, the air, and a second dielectric layer of thickness $t_2$, with $t_1+t_2=t_d$. Place a very thin metal foil in the air, parallel to the plates and immediately next to the first dielectric face. Place another next to the second face.

An uncharged foil does not alter the fields around it. Charge moves to its two surfaces until the field inside the metal is zero. The surfaces then carry equal and opposite charges, and two such sheets produce a field between themselves but none outside. The potential step removed by the foil is the field times its thickness, and it vanishes for a thin foil. The sliver of air between foil and dielectric also has a vanishing potential drop. The foils therefore divide the stack into three capacitors without changing it.

Let the lower plate have potential $V$, the first foil $u_1$, the second foil $u_2$, and the upper plate zero. The energies of the three capacitors add, because the metal separates their fields:
$$W=\frac{A}{8\pi}\left[\frac{k(V-u_1)^2}{t_1}+\frac{(u_1-u_2)^2}{t_a}+\frac{ku_2^2}{t_2}\right].$$
The foil potentials are still unknown. The charge on each foil determines them.

### How the energy depends on the potentials

Let conductor $i$ have potential $\phi_i$ and charge $Q_i$. Adding small charges $\delta Q_i$ requires the work
$$\delta W=\sum_i\phi_i\,\delta Q_i .$$
In a linear system the potentials are proportional to the charges. Build up all the charges together, as $\lambda Q_i$ with $\lambda$ rising from 0 to 1. The potentials are then $\lambda\phi_i$, and the total work is
$$W=\int_0^1\sum_i(\lambda\phi_i)\,Q_i\,d\lambda=\frac12\sum_i\phi_iQ_i .$$
A small change of this expression is
$$\delta W=\frac12\sum_i\phi_i\,\delta Q_i+\frac12\sum_iQ_i\,\delta\phi_i .$$
The first term is $\delta W/2$, by the expression for the work. Subtracting it from both sides and doubling gives
$$\delta W=\sum_iQ_i\,\delta\phi_i .$$
If the plate potentials are held fixed, the derivative of $W$ with respect to a foil's potential is the charge on that foil.

For the first foil,
$$\frac{\partial W}{\partial u_1}=\frac{A}{4\pi}\left[-\frac{k(V-u_1)}{t_1}+\frac{u_1-u_2}{t_a}\right].$$
The fractions are fields: $(V-u_1)/t_1$ is the field $E_1$ in the first dielectric layer, and $(u_1-u_2)/t_a$ is $E_{\rm air}$. If the foil carries charge $A\sigma_s$, then
$$\frac{A}{4\pi}\left(E_{\rm air}-kE_1\right)=A\sigma_s,\qquad E_{\rm air}=kE_1+4\pi\sigma_s .$$
This is the interface condition of the first derivation, including trapped charge. For an uncharged foil it becomes $E_{\rm air}=kE_1$. The second foil, also uncharged, gives
$$\frac{\partial W}{\partial u_2}=\frac{A}{4\pi}\left(-E_{\rm air}+kE_2\right)=0,$$
where $E_2=u_2/t_2$. Both dielectric layers thus have the field $E_d=E_{\rm air}/k$.

The stationary point is a minimum. If $u_1$ and $u_2$ are moved from it by $x$ and $y$, the linear terms cancel and $W$ rises by
$$\frac{A}{8\pi}\left[\frac{kx^2}{t_1}+\frac{(x-y)^2}{t_a}+\frac{ky^2}{t_2}\right],$$
which is positive unless $x=y=0$. The actual foil potentials lie at this minimum because the foils are uncharged; with charge on the foils they would lie elsewhere. $W$ leaves out the energy of the battery that holds the voltage, so it is not the total energy of a system seeking equilibrium.

### The division of the voltage

Since the two dielectric layers have equal fields, their energies can be combined. Let $V_a$ be the drop across the air. The drop across the dielectric is $V-V_a$, and
$$W=\frac{A}{8\pi}\left[\frac{V_a^2}{t_a}+\frac{k(V-V_a)^2}{t_d}\right].$$
Setting the derivative to zero gives
$$\frac{V_a}{t_a}=\frac{k(V-V_a)}{t_d}.$$
Multiplying by $t_at_d$ and collecting the terms in $V_a$,
$$V_a(t_d+kt_a)=kt_aV,\qquad V_a=\frac{kt_aV}{t_d+kt_a}.$$
For the worked example this is $3\times100\times3/(200+300)=1.8$ eV. A numerical minimization of the energy gives the same value. Dividing $V_a$ by $t_a$, and then numerator and denominator by $k$, recovers $E_{\rm air}=V/(t_a+t_d/k)$.

### Comparison with the stack without a gap

If the dielectric filled the whole space at the same voltage, the field would be $E_0=V/(t_a+t_d)$. Let $f=t_a/(t_a+t_d)$ be the fraction of the distance taken by air. Then
$$\frac{E_{\rm air}}{E_0}=\frac{t_a+t_d}{t_a+t_d/k}=\frac{1}{f+(1-f)/k}=\frac{k}{1+(k-1)f}.$$
For $k>1$ this ratio falls from $k$, in the limit of a vanishing gap, to 1 when air fills the whole space. In the worked example $f=1/3$ and the ratio is $3/(1+2/3)=1.8$. The dielectric field is 0.6 times its gap-free value. The ratio of the two fields is still $1.8/0.6=3$.

At the same separation and voltage, air layers of 30 and 200 angstrom give ratios of 2.50 and 1.29. A layer of 3 angstrom gives 2.94. That last case shows the limit of the formula and does not describe a real gap, because a macroscopic field has no clear meaning over so short a distance. A thinner gap has a stronger field but a smaller share of the voltage, since $V_a$ tends to zero with $t_a$.

### What each derivation assumes

Both derivations rest on the vacuum field of static charges, and in both the plain ratio $k$ requires an interface without free charge. In the first, this requirement removes the surface term from the box. In the second, it makes the foil neutral.

They differ in what they ask of the material. The first needs a polarization whose bound charge can be added to the free charge. It reaches the continuity of normal displacement before linearity is used. For a nonlinear dielectric that condition survives, while a constant ratio $k$ does not. The second uses linearity from the start, in the capacitor law and in the factor one half in the energy. In return it needs no picture of what happens inside the dielectric, because $k$ enters as a measured ratio of charges.

They also differ in reach. The second treats whole layers with uniform fields. The first is local: the box can be made small enough for a smoothly curved surface to look flat, and the condition then holds for the normal components at each point. The difference matters for a void of finite width.

### A round void

Consider a long cylindrical air void of radius $R$ in a large dielectric, with a uniform field $F$ along $x$ far from the void and perpendicular to its axis. Neither material contains free charge, so the potential obeys Laplace's equation in each. Try
$$\phi_{\rm in}=-Ex,\qquad \phi_{\rm out}=-Fx+\frac{Bx}{r^2},$$
where $r$ is the distance from the axis. The function $x/r^2$ is the $x$ derivative of $\ln r$, which satisfies Laplace's equation away from the axis, so $x/r^2$ does too.

The potential must be continuous at $r=R$, which requires $E=F-B/R^2$. With $x=r\cos\theta$, the radial field at the wall is $E\cos\theta$ inside and $(F+B/R^2)\cos\theta$ outside. The interface condition requires
$$E=k\left(F+\frac{B}{R^2}\right).$$
Inserting $B/R^2=F-E$ from the first condition gives $E=k(2F-E)$, and therefore
$$E=\frac{2k}{k+1}F .$$

For $k=3$ the field in the void is 1.5 times the far field, not 3 times. The local rule has not failed. Just outside the wall at $\theta=0$ the field is $2F-E=0.5F$, and $1.5/0.5=3$. The void has weakened the dielectric field at this point, so the far field is the wrong one to multiply by $k$. At the sides of the void, where $\theta$ is a right angle, the field is tangential and continuous, and the dielectric field there is raised to $1.5F$.

Flattening the void along the direction of the far field brings the field inside it closer to $k$ times the far field. For elliptical voids with the far field along their height, the computed field at the centre is 2.0, 2.54 and 2.94 times the far field when the width is 3, 10 and 100 times the height. The last value is 2 percent below $k$. When the far field lies along the width of the flattest void, the ratio is 1.007, close to the value 1 expected from the continuity of the tangential field.

### When charge can move

A real dielectric may conduct weakly. Suppose the air does not conduct and the voltage is held until all currents stop. If the current is purely ohmic, that is, proportional to the local field, any field left in the dielectric would still drive a current, so $E_d$ must fall to zero. Free charge has then collected at the faces of the gap, and the air carries the whole voltage. Real carriers also diffuse, and the current stops when drift and diffusion balance. The collected charge is then spread over a layer of finite depth in which a field remains. The ohmic limit is approached only when the screening (Debye) length of the mobile carriers is short compared with the dielectric layer. In a weak conductor only 100 angstrom thick this condition can fail, and much of the original field can then persist in the dielectric. The ratio $k$, with $k$ the static permittivity, therefore applies once the polarization has settled and for as long as no appreciable charge has reached the interfaces. If conduction can be neglected and the interfaces carry no free charge at the start, only the first of these conditions remains. The numerical output below lists the fields, charges and void ratios used here.

## Table of computed values

```
Relative permittivity k: 3.0 (dimensionless)
Plate separation: 300.0 angstrom
Air thickness: 100.0 angstrom
Total dielectric thickness: 200.0 angstrom
Total potential-energy drop: 3.000 eV
Field in air: 0.018000 eV/angstrom
Field in dielectric: 0.006000 eV/angstrom
Field ratio air/dielectric: 3.000000
Air field converted: 1.800e+08 V/m
Dielectric field converted: 6.000e+07 V/m
Drop across air: 1.8000 eV
Drop across both dielectric layers: 1.2000 eV
Drop across air from energy minimum: 1.8000 eV
Free charge on lower plate: 9.9474e-05 e/angstrom^2
Bound charge at lower gap face: 6.6316e-05 e/angstrom^2
Gap-free field at same voltage: 0.010000 eV/angstrom
Air field / gap-free field: 1.8000
Dielectric field / gap-free field: 0.6000
Air field, dielectric layers 20 and 180 angstrom: 0.018000 eV/angstrom
Trapped charge / lower-plate charge: 0.10
Air / lower-dielectric field with trapped charge: 3.3000
Fixed separation and voltage, different air thicknesses:
  air 3 angstrom: field 0.029412 eV/angstrom, air/gap-free ratio 2.9412
  air 30 angstrom: field 0.025000 eV/angstrom, air/gap-free ratio 2.5000
  air 100 angstrom: field 0.018000 eV/angstrom, air/gap-free ratio 1.8000
  air 200 angstrom: field 0.012857 eV/angstrom, air/gap-free ratio 1.2857
Elliptical void, far field along its height:
  width/height 1: centre/far field 1.5000
  width/height 3: centre/far field 2.0000
  width/height 10: centre/far field 2.5385
  width/height 100: centre/far field 2.9417
Void width/height 100, far field along width: centre/far field 1.0066
```
